\section*{Generalized Norm Conservation and S-Orthogonality in Ultrasoft Pseudopotentials, part 2}

An ultrasoft pseudopotential replaces each all-electron reference $\psi_i$ by a smoother $\varphi_i$, which changes norms and overlaps near the nucleus. An operator $S$ restores them for the references.

One electron moves in a real, local, spherical potential $V(r)$. In a channel $l$ the wave function is $\psi(r)Y_{lm}/r$, so overlaps are plain integrals over $r$, and
$T=-\frac{\hbar^2}{2m}\left[\frac{d^2}{dr^2}-\frac{l(l+1)}{r^2}\right]$. The references obey
\begin{equation}
(T+V-\varepsilon_i)\psi_i=0,\qquad \psi_i\propto r^{l+1}\ \text{as}\ r\to0.
\label{ae}
\end{equation}
The smooth $\varphi_i$ equals $\psi_i$ for $r\ge R$, with continuous value and slope at $R$. A subscript $R$ on a bracket means integration from $0$ to $R$; without it, over all $r$. The missing overlap is
$Q_{ij}=\langle\psi_i|\psi_j\rangle_R-\langle\varphi_i|\varphi_j\rangle_R$. The smooth local potential $V_{\rm loc}$ and the functions $\chi_i$, $\beta_i$, which vanish outside the sphere, are defined below with $B$ and $S$; $B$ is assumed invertible.

Two results are restated below as Eqs.~\eqref{main2} and \eqref{green2}:
\begin{equation}
\boxed{\langle\varphi_i|S|\varphi_j\rangle_R=\langle\psi_i|\psi_j\rangle_R .}
\label{main}
\end{equation}
\begin{equation}
(\varepsilon_i-\varepsilon_j)\langle\psi_i|\psi_j\rangle_R
=\frac{\hbar^2}{2m}W_{ij},\qquad
W_{ij}=(\psi_i\psi_j'-\psi_j\psi_i')_{r=R}.
\label{green}
\end{equation}
If the outer integral converges, as for two bound references, then also
\begin{align}
\langle\varphi_i|S|\varphi_j\rangle
&=\langle\varphi_i|S|\varphi_j\rangle_R+\int_R^\infty\varphi_i\varphi_j\,dr\nonumber\\
&=\langle\psi_i|\psi_j\rangle_R+\int_R^\infty\psi_i\psi_j\,dr
=\langle\psi_i|\psi_j\rangle .
\label{total}
\end{align}

The example is nonrelativistic hydrogen with a fixed point nucleus, $V=-e^2/r$, and $R=1.5$~bohr. Numbers are in Hartree atomic units, where $\hbar^2/2m=1/2$: lengths in $a_0=\hbar^2/(me^2)$ (bohr), energies in $e^2/a_0$ (hartree). The references 1s and 2s are
\begin{equation}
\psi_1=2re^{-r},\qquad
\psi_2=\frac{r}{\sqrt2}\left(1-\frac r2\right)e^{-r/2},
\end{equation}
with $\varepsilon_1=-0.5$ and $\varepsilon_2=-0.125$~hartree. The node of $\psi_2$ lies at 2~bohr.

\section{What the operator achieves and where equality ends}

In this half, $\psi_i$ and $\varphi_i$ are the all-electron and smooth references (each $r$ times a radial wave function), equal for $r\ge R$. The potential $V_{\rm loc}$ equals $V$ there. The confined functions are $\chi_i=(\varepsilon_i-T-V_{\rm loc})\varphi_i$, with $B_{ij}=\langle\varphi_i|\chi_j\rangle$ and $\beta_i=\sum_j(B^{-1})_{ji}\chi_j$, so that $\langle\beta_i|\varphi_j\rangle=\delta_{ij}$. The matrix $Q_{ij}$ is the all-electron minus the smooth sphere overlap, and $S=1+\sum_{ij}|\beta_i\rangle Q_{ij}\langle\beta_j|$. The results carried over are
\begin{align}
\langle\varphi_i|S|\varphi_j\rangle_R&=\langle\psi_i|\psi_j\rangle_R,
\label{main2}\\
(\varepsilon_i-\varepsilon_j)\langle\psi_i|\psi_j\rangle_R&=\frac{\hbar^2}{2m}W_{ij},
\label{green2}
\end{align}
where $W_{ij}=\psi_i\psi_j'-\psi_j\psi_i'$ at $R$.

\textbf{Q.} I am not satisfied. You defined $Q$ as the missing overlap, built an operator that adds $Q$, and found that nothing is missing. Is the result more than its own definition?

\textbf{A.} For the reference pairs, the equality is indeed imposed, through the choice of $Q$ and the duality. What was not imposed is that this same $Q$ makes the pseudo-Hamiltonian Hermitian and gives the correct response of scattering to energy. Both can be derived.

Start with the asymmetry of $B$. Integrating over the sphere,
\begin{align}
B_{ij}-B_{ji}
&=\langle\varphi_i|(\varepsilon_j-T-V_{\rm loc})\varphi_j\rangle_R
-\langle(\varepsilon_i-T-V_{\rm loc})\varphi_i|\varphi_j\rangle_R\nonumber\\
&=(\varepsilon_j-\varepsilon_i)\langle\varphi_i|\varphi_j\rangle_R
-\bigl[\langle\varphi_i|T\varphi_j\rangle_R-\langle T\varphi_i|\varphi_j\rangle_R\bigr].
\end{align}
The local potential has canceled. In the square bracket the centrifugal terms cancel as well, leaving
\begin{equation}
-\frac{\hbar^2}{2m}\int_0^R(\varphi_i\varphi_j''-\varphi_i''\varphi_j)\,dr
=-\frac{\hbar^2}{2m}W_{ij}.
\end{equation}
This is the same $W_{ij}$ as for the all-electron functions, because values and slopes agree at $R$. Equation~\eqref{green2} now gives
\begin{align}
B_{ij}-B_{ji}
&=(\varepsilon_j-\varepsilon_i)\langle\varphi_i|\varphi_j\rangle_R
+(\varepsilon_i-\varepsilon_j)\langle\psi_i|\psi_j\rangle_R\nonumber\\
&=(\varepsilon_i-\varepsilon_j)Q_{ij}.
\label{asym}
\end{align}

\textbf{Q.} So $B$ is not symmetric when an overlap is missing. How does that help the Hamiltonian?

\textbf{A.} It tells us what to add. Let
\begin{equation}
D_{ij}=B_{ij}+\varepsilon_jQ_{ij}.
\end{equation}
Since $Q$ is symmetric,
\begin{equation}
D_{ij}-D_{ji}=(\varepsilon_i-\varepsilon_j)Q_{ij}+(\varepsilon_j-\varepsilon_i)Q_{ij}=0 .
\end{equation}
The operator
\begin{equation}
H=T+V_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|
\end{equation}
therefore has a symmetric nonlocal part. To see that the references solve its equation, apply $H-\varepsilon_kS$ to $\varphi_k$:
\begin{align}
(H-\varepsilon_kS)\varphi_k
&=(T+V_{\rm loc}-\varepsilon_k)\varphi_k
+\sum_i\beta_i(D_{ik}-\varepsilon_kQ_{ik})\nonumber\\
&=-\chi_k+\sum_i\beta_iB_{ik}.
\end{align}
The last sum is
\begin{equation}
\sum_i\beta_iB_{ik}=\sum_j\chi_j\sum_i(B^{-1})_{ji}B_{ik}=\chi_k ,
\end{equation}
and hence
\begin{equation}
H\varphi_k=\varepsilon_kS\varphi_k .
\label{gen}
\end{equation}

\textbf{Q.} Does this give the orthogonality again, without appeal to the all-electron states?

\textbf{A.} For bound solutions it does, once $D$ is symmetric; that symmetry came from the choice of $Q$ through Eq.~\eqref{asym}. If $Hf=E_fSf$ and $Hg=E_gSg$, the symmetry of $H$ and $S$ gives
\begin{equation}
0=\langle f|Hg\rangle-\langle Hf|g\rangle=(E_g-E_f)\langle f|S|g\rangle .
\end{equation}
The kinetic surface terms vanish at the origin and at infinity, and none arises at $R$, where values and slopes are continuous. Bound pseudo-solutions at different energies are thus S-orthogonal even when they are not references. For such a solution, however, neither its energy nor its S-norm inside the sphere is guaranteed to be the all-electron one.

\textbf{Q.} What does the diagonal part, the conserved norm, do physically?

\textbf{A.} It fixes how scattering by the sphere changes with energy. Let $\varphi(r;E)$ be the regular solution of $(H-ES)\varphi=0$ in the sphere, assumed unique up to a factor and differentiable in $E$. Let a dot denote $\partial/\partial E$. Differentiation gives
\begin{equation}
(H-ES)\dot\varphi=S\varphi .
\end{equation}
Multiply by $\varphi$, integrate over the sphere, and subtract $\langle(H-ES)\varphi|\dot\varphi\rangle_R$, which is zero. The local and nonlocal terms cancel by symmetry. The kinetic term leaves its boundary part:
\begin{equation}
-\frac{\hbar^2}{2m}(\varphi\dot\varphi'-\varphi'\dot\varphi)_{r=R}
=\langle\varphi|S|\varphi\rangle_R .
\end{equation}
With $L=\varphi'/\varphi$ at $R$, the quotient rule gives $\dot L=(\varphi\dot\varphi'-\varphi'\dot\varphi)/\varphi^2$, so
\begin{equation}
\frac{dL}{dE}=-\frac{2m}{\hbar^2}\,
\frac{\langle\varphi|S|\varphi\rangle_R}{\varphi(R)^2},
\qquad \varphi(R)\neq0 .
\label{slope}
\end{equation}
The all-electron equation gives the same formula with $\psi$ for $\varphi$ and 1 for $S$. At $E=\varepsilon_k$ the values at $R$ agree by construction and the norms agree by Eq.~\eqref{main2}. The logarithmic derivatives therefore agree in value and in first energy derivative. Near each reference energy the error of $L$ thus starts at second order in $E-\varepsilon_k$ or later. The outer solution is fixed, up to a factor, by $L$ at $R$, so this is the quantity that determines the scattering.

\textbf{Q.} Then check it on the hydrogen example, and tell me what the smooth functions are.

\textbf{A.} Inside $R=1.5$~bohr, the local potential is $a+br^2+cr^4$, matched to $-1/r$ in value and two derivatives:
\begin{align}
a+bR^2+cR^4&=-\frac1R,\nonumber\\
2bR+4cR^3&=\frac1{R^2},\nonumber\\
2b+12cR^2&=-\frac2{R^3}.
\end{align}
Dividing the second line by $R$ and subtracting it from the third gives $8cR^2=-3/R^3$. Back-substitution then yields
\begin{equation}
c=-\frac{3}{8R^5},\qquad b=\frac{5}{4R^3},\qquad a=-\frac{15}{8R},
\end{equation}
or $c=-0.0494$, $b=0.3704$ and $a=-1.25$ in atomic units. The smooth functions are odd polynomials matched to $\psi_i$ through the third derivative:
\begin{align}
\varphi_1&=1.126110\,r-0.515988\,r^3+0.121895\,r^5-0.011937\,r^7,\nonumber\\
\varphi_2&=0.387590\,r-0.225394\,r^3+0.051078\,r^5-0.004875\,r^7 .
\end{align}
At $r=1.5$ the first gives $1.6892-1.7415+0.9256-0.2040=0.6693$, in agreement with $\psi_1(R)=3e^{-1.5}=0.6694$ to the rounding of the terms.

The resulting matrices, with $B$ in hartree, are
\begin{equation}
B=\begin{pmatrix}-0.173407&-0.062778\\-0.053074&-0.019164\end{pmatrix},\quad
Q=\begin{pmatrix}0.073043&0.025876\\0.025876&0.009122\end{pmatrix}.
\end{equation}
The asymmetry of $B$ is $-0.062778+0.053074=-0.00970$~hartree. Equation~\eqref{asym} predicts $(-0.375)(0.025876)=-0.00970$~hartree. The two off-diagonal elements of $D$ are
\begin{align}
D_{12}&=-0.062778-0.125(0.025876)=-0.06601,\nonumber\\
D_{21}&=-0.053074-0.5(0.025876)=-0.06601
\end{align}
hartree, equal as required.

\textbf{Q.} The slope of $L$ needs a solution at neighboring energies, where you have no $\varphi_k$. How is it found?

\textbf{A.} By solving the pseudo-equation in the sphere afresh. Expand $\varphi=\sum_bc_bF_b$ in 14 functions $F_b$, each $r$ times a Legendre polynomial. Multiply $(H-ES)\varphi=0$ by $F_a$ and integrate the kinetic term by parts. For $l=0$,
\begin{equation}
-\frac{\hbar^2}{2m}\int_0^RF_a\varphi''dr
=\frac{\hbar^2}{2m}\left[\int_0^RF_a'\varphi'dr-F_a(R)\varphi'(R)\right].
\end{equation}
The term at the origin vanishes with $F_a$. Moving the term at $R$ to the right gives linear equations for the $c_b$ once $\varphi'(R)$ is set to 1, and then $L=1/\varphi(R)$. The unknown function is not told what $\varphi_1$ or $\varphi_2$ looks like, although the operators $H$ and $S$ were built from them.

At the 1s energy, a central difference of this $L$ gives $dL/dE=-2.5746$ per bohr and hartree, the same to these digits as from the all-electron equation. Solving Eq.~\eqref{slope} for the norm, with $2m/\hbar^2=2$ and $\psi_1(R)^2=9e^{-3}$,
\begin{equation}
\langle\varphi_1|S|\varphi_1\rangle_R
=\tfrac12(9e^{-3})(2.5746)=0.5768 .
\end{equation}
This is the all-electron norm in the sphere, not the bare $0.5038$. At the 2s energy the slope is $-6.3680$ in the same unit, and the norm obtained from it is $0.0500$, again the all-electron value. The numerical check asserts these agreements.

\textbf{Q.} Bound states are a friendly choice. Does the sphere identity hold when neither reference is a level?

\textbf{A.} A second pair was made for hydrogen at $-0.30$ and $0.20$~hartree, with its own smooth functions and projectors. These functions cannot be normalized over all space, so each is scaled to unit all-electron slope at the origin, and their overlaps carry the unit bohr$^3$. The bare overlap of the pair in the sphere is $0.0733$. With $S$ it is $0.0916$, and Eq.~\eqref{green2} gives the same $0.0916$ from values and slopes at $R$. The number is not zero, and no outer integral exists to cancel it.

\textbf{Q.} A real calculation produces functions that are not combinations of your references. What does $S$ give for them?

\textbf{A.} Something well defined, but not an exact all-electron norm in general. For any $f$, set $c_i=\langle\beta_i|f\rangle$ and $h=f-\sum_ic_i\varphi_i$. By duality $\langle\beta_i|h\rangle=c_i-c_i=0$, so the correction term of $S$ does not see $h$. Hence
\begin{equation}
\langle f|S|f\rangle_R=\sum_{ij}c_ic_j\langle\psi_i|\psi_j\rangle_R
+2\sum_ic_i\langle\varphi_i|h\rangle_R+\langle h|h\rangle_R .
\end{equation}
Now restore the all-electron shape where we know it, $g=\sum_ic_i\psi_i+h$. Its norm has $\psi_i$ in the middle term, so
\begin{equation}
\langle f|S|f\rangle_R-\langle g|g\rangle_R
=2\sum_ic_i\langle\varphi_i-\psi_i|h\rangle_R .
\end{equation}
The difference vanishes if $h=0$, which is the case of the references and their combinations. Otherwise it need not vanish, and $g$ itself need not be the true all-electron solution.

With the 1s and 2s projectors, the pseudo-solution at $0.25$~hartree, scaled to the value at $R$ of the all-electron solution with unit slope at the origin, has a sphere S-norm of $0.07195$~bohr$^3$. The true all-electron norm is $0.07200$~bohr$^3$. The S-norm is low by $4.2\times10^{-5}$~bohr$^3$, or $0.06\%$ of the all-electron value. That is small for this energy and this model, but it is not zero.

\textbf{Q.} An overlap operator should give every nonzero function a positive norm. Does your identity ensure that?

\textbf{A.} On combinations of the references it does, because there the S-norm in the sphere is an all-electron norm. On other functions it does not. With one reference, $S\beta_1=(1+Q_{11}\langle\beta_1|\beta_1\rangle)\beta_1$, and functions orthogonal to $\beta_1$ have eigenvalue 1. The only eigenvalue that can differ from 1 is therefore $1+Q_{11}\langle\beta_1|\beta_1\rangle$, which lies below 1 when $Q_{11}<0$. Duality and the Cauchy--Schwarz inequality give
\begin{equation}
1=\langle\beta_1|\varphi_1\rangle^2\le
\langle\beta_1|\beta_1\rangle\langle\varphi_1|\varphi_1\rangle_R ,
\end{equation}
which bounds $\langle\beta_1|\beta_1\rangle$ from below and not from above. A smooth function with too much norm can thus come with a projector large enough to make $S$ negative somewhere. Positivity has to be checked.

For several references, let $v=\sum_ia_i\beta_i$ and $G_{jk}=\langle\beta_j|\beta_k\rangle$. Then
\begin{equation}
Sv=\sum_i\beta_i\Bigl(a_i+\sum_{jk}Q_{ij}G_{jk}a_k\Bigr),
\end{equation}
so the eigenvalues of $S$ in this space are those of the matrix $1+QG$. Functions orthogonal to all $\beta_i$ have eigenvalue 1. In the example, $Q$ has eigenvalues $0.0822$ and $-0.00004$, so it is not positive definite even though both diagonal elements are positive. The two eigenvalues of $S$ are $1.819$ and $0.970$. Both are positive, and this $S$ is a valid overlap operator.

\textbf{Q.} Where does ordinary norm conservation fit in?

\textbf{A.} It is the case $Q=0$. Then $S=1$, Eq.~\eqref{asym} makes $B$ symmetric, and $D=B$. With one reference this is the single condition that the smooth and all-electron norms agree in the sphere. With several, equal norms are not enough: the off-diagonal $Q_{ij}$ must vanish too, or $B$ is not symmetric and, for bound references, the smooth functions are not orthogonal. The ultrasoft construction drops these constraints on the shape of $\varphi_i$ and pays with a generalized eigenvalue problem.

\textbf{Q.} One last doubt. Suppose I keep 2s as a reference and treat 1s as a core state, with no smooth partner. Is the 2s function still orthogonal to the core?

\textbf{A.} The all-electron 2s function is. The smooth one inherits no such statement, because $\langle\varphi_i|S|\varphi_j\rangle=\langle\psi_i|\psi_j\rangle$ needs a smooth reference for each state and none was built for 1s. In the hydrogen example with 2s as the only reference, $\varphi_2$ overlaps the true 1s function by $-0.015$ without $S$ and by $0.018$ with it. The pseudo-Hamiltonian may still bind a lower state of its own. Here it does, at $-0.496$~hartree, since the 2s node lies outside $R$ and is kept; that state is S-orthogonal to $\varphi_2$ like any other bound pseudo-solution, but its energy is not the 1s energy. In practice $R$ is placed beyond the last node and the smooth function is made nodeless, so that the core level is meant to disappear; with a nonlocal $H$ the absence of a lower state has to be checked. In that case $S$ conserves the norm of 2s and its overlaps with any other references in the set. Orthogonality carries over among the bound states that were included.

\section*{Numbers as computed}
\begin{verbatim}
Sphere radius R = 1.500 bohr
Reference energies 1s, 2s = -0.5000, -0.1250 hartree
V_loc coefficients of r^0, r^2, r^4 [atomic units]: -1.250000 0.370370 -0.049383
phi 1s coefficients of r, r^3, r^5, r^7 [atomic units]: 1.126110 -0.515988 0.121895 -0.011937
phi 2s coefficients of r, r^3, r^5, r^7 [atomic units]: 0.387590 -0.225394 0.051078 -0.004875
B 11,12,21,22 [hartree]: -0.173407 -0.062778 -0.053074 -0.019164
Q 11,12,21,22 [dimensionless]: 0.073043 0.025876 0.025876 0.009122
D 11,12,21,22 [hartree]: -0.209929 -0.066012 -0.066012 -0.020305
B12 - B21 = -0.00970348 hartree
(e1 - e2) Q12 = -0.00970348 hartree
Largest deviation of <beta_i|phi_j> from unit matrix = 1.2e-13
Sphere: bare <phi|phi> 11,12,21,22 [dimensionless]: 0.503767 0.141813 0.141813 0.040832
Sphere: <phi|S|phi> 11,12,21,22 [dimensionless]: 0.576810 0.167689 0.167689 0.049954
Sphere: AE <psi|psi> 11,12,21,22 [dimensionless]: 0.576810 0.167689 0.167689 0.049954
Sphere overlap 12 from boundary data = 0.167689
Outside: common overlap 11,12,21,22 [dimensionless]: 0.423190 -0.167689 -0.167689 0.950046
All space: bare <phi|phi> 11,12,21,22 [dimensionless]: 0.926957 -0.025876 -0.025876 0.990878
All space: largest deviation of <phi|S|phi> from unit matrix = 2.7e-15
Eigenvalues of Q [dimensionless]: -0.000040 0.082205
Eigenvalues of S in the span of beta [dimensionless]: 0.969886 1.818953
Smallest eigenvalue of S = 0.969886
1s: L all-electron, pseudo = -0.333333, -0.333333 1/bohr
1s: dL/dE all-electron, pseudo = -2.57456, -2.57456 1/(bohr hartree)
1s: sphere S-norm from pseudo slope = 0.57681
2s: L all-electron, pseudo = -1.833333, -1.833333 1/bohr
2s: dL/dE all-electron, pseudo = -6.36804, -6.36804 1/(bohr hartree)
2s: sphere S-norm from pseudo slope = 0.04995
Second reference pair, energies = -0.30, 0.20 hartree, u'(0) = 1
Second pair: sphere bare 11,12,21,22 [bohr^3]: 0.099906 0.073265 0.073265 0.056733
Second pair: sphere S 11,12,21,22 [bohr^3]: 0.118156 0.091598 0.091598 0.074977
Second pair: overlap 12 from boundary data = 0.091598 bohr^3
Non-reference energy = 0.25 hartree, AE u'(0) = 1
Non-reference: sphere S-norm = 0.07195463 bohr^3
Non-reference: sphere AE norm = 0.07199678 bohr^3
Non-reference: S-norm minus AE norm = -4.215e-05 bohr^3
\end{verbatim}
